# Why discretized Berry phases converge quadratically in k spacing: a program that tests the result

```python
"""
Result under test: on a closed loop of length G with mesh h = G/N, the
discretized Berry phase obeys  phi_N - phi = K h^2 + O(h^4),
K = loop integral of C(k),  C = Im Tr[P P' P''] / 6,
P(k) = projector on the occupied states, prime = d/dk.
On one interval: link phase - integral of connection = C h^3 + higher order.
Connection A = i<u|u'>, link phase = -Im ln det <u(k)|u(k+h)>.
Chain: cation A at 0 (energy +delta), anion B at a/2 + xi (energy -delta),
bonds t1 (long) and t2 (short). Lengths nm, energies eV, k in 1/nm.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import solve_ivp, quad

a, area, xi0 = 0.5, 0.07, 0.04
delta0, hop0, decay = 2.7, 1.4, 0.1
G = 2 * np.pi / a
to_uC = sc.e * 1e18 * 100            # e/nm^2 -> uC/cm^2
rng = np.random.default_rng(5)


def wrap(x):
    return np.angle(np.exp(1j * x))


def hops(xi):
    return hop0 * np.exp(-xi / decay), hop0 * np.exp(xi / decay)


def coupling(k, xi):
    """Off-diagonal Bloch element and its k derivative."""
    t1, t2 = hops(xi)
    xb = a / 2 + xi
    p, q = t1 * np.exp(1j * k * xb), t2 * np.exp(1j * k * (xb - a))
    return p + q, 1j * (xb * p + (xb - a) * q)


def states(k, delta=delta0, xi=xi0):
    """Lower right and left eigenvectors in a smooth gauge that closes."""
    k = np.asarray(k, dtype=float)
    f, _ = coupling(k, xi)
    en = np.sqrt(abs(f)**2 + delta**2)
    norm = np.sqrt(2 * en * (en + delta))
    ph = np.exp(-1j * k * (a / 2 + xi))
    right = np.stack([-f / norm * ph, (en + delta) / norm * ph], axis=-1)
    left = np.stack([-f.conj() / norm / ph, (en + delta) / norm / ph], axis=-1)
    return right, left


def link_sum(n, delta=delta0, xi=xi0, symmetrized=False):
    right, left = states(G * np.arange(n + 1) / n, delta, xi)
    forward = -np.angle(np.sum(left[:-1] * right[1:], axis=1))
    if not symmetrized:
        return forward.sum()
    backward = -np.angle(np.sum(left[1:] * right[:-1], axis=1))
    return 0.5 * (forward - backward).sum()


def connection_sum(n, delta=delta0, xi=xi0):
    """Midpoint quadrature of the connection in the smooth closed gauge."""
    k = G * (np.arange(n) + 0.5) / n
    f, df = coupling(k, xi)
    en = np.sqrt(abs(f)**2 + delta**2)
    conn = a / 2 + xi - np.imag(f.conj() * df) / (2 * en * (en + delta))
    return G * np.mean(conn).real


def diagonalized_phase(n, xi=xi0):
    """Berry phase from numerical eigenvectors with random phases."""
    vecs = []
    for k in G * np.arange(n) / n:
        f = coupling(k, xi)[0]
        ham = np.array([[delta0, f], [np.conj(f), -delta0]])
        vecs.append(np.linalg.eigh(ham)[1][:, 0]
                    * np.exp(2j * np.pi * rng.random()))
    vecs.append(np.array([1, np.exp(-1j * G * (a / 2 + xi))]) * vecs[0])
    prod = np.prod([np.vdot(vecs[i], vecs[i + 1]) for i in range(n)])
    return -np.angle(prod) % (2 * np.pi)


def projector_derivatives(k, delta=delta0, xi=xi0, s=0.02):
    p = []
    for j in range(-2, 3):
        right, left = states(np.asarray(k) + j * s, delta, xi)
        p.append(right[..., :, None] * left[..., None, :])
    d1 = (p[0] - 8 * p[1] + 8 * p[3] - p[4]) / (12 * s)
    d2 = (-p[0] + 16 * p[1] - 30 * p[2] + 16 * p[3] - p[4]) / (12 * s**2)
    return p[2], d1, d2


def trace3(x, y, z):
    return np.einsum('...ij,...jk,...ki->...', x, y, z)


def cubic(k):
    return trace3(*projector_derivatives(k)).imag / 6


# ---- local law on one interval, in two gauges
def remainder(left_end, h, wiggle):
    def u(k):
        k = np.asarray(k, dtype=float)
        return states(k)[0] * np.exp(-1j * wiggle * np.sin(1.5 * k))[..., None]
    link = -np.angle(np.vdot(u(left_end), u(left_end + h)))
    x, w = np.polynomial.legendre.leggauss(12)
    k, s = left_end + h * (x + 1) / 2, 2e-3
    du = (u(k - 2*s) - 8*u(k - s) + 8*u(k + s) - u(k + 2*s)) / (12 * s)
    conn = np.real(1j * np.sum(u(k).conj() * du, axis=1))
    return link - h / 2 * np.sum(w * conn), link


mid, dev_mid, dev_left = 1.2, [], []
for h in (0.2, 0.1):
    r0, link0 = remainder(mid - h / 2, h, 0.0)
    r1, link1 = remainder(mid - h / 2, h, 0.7)
    assert abs(r0 - r1) < 1e-4 * abs(r0) and abs(link0 - link1) > 1e-3
    dev_mid.append(abs(r0 / h**3 - cubic(mid)))
    dev_left.append(abs(r0 / h**3 - cubic(mid - h / 2)))
local_ratio = r0 / h**3
assert abs(local_ratio / cubic(mid) - 1) < 0.02
assert dev_mid[0] / dev_mid[1] > 3.3
assert 1.6 < dev_left[0] / dev_left[1] < 2.5

# ---- two-level form: Bloch vector triple product
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
n0, n1, n2 = [np.einsum('ij,aji->a', m, pauli).real
              for m in projector_derivatives(mid)]
assert abs(np.dot(n0, np.cross(n1, n2)) / 24 - cubic(mid)) < 1e-9

# ---- loop law for the chain
kgrid = G * np.arange(200) / 200
K = G * np.mean(cubic(kgrid))
phi = connection_sum(400)
for n in (4, 7, 16):
    assert abs(wrap(diagonalized_phase(n) - link_sum(n))) < 1e-11
err = {n: link_sum(n) - phi for n in (4, 6, 8, 12, 16, 32)}
assert abs(err[32] / (K * (G / 32)**2) - 1) < 0.02
conn_err12 = connection_sum(12) - phi
assert abs(conn_err12) < 1e-4 * abs(err[12])
rich_err = (4 * link_sum(16) - link_sum(8)) / 3 - phi
assert abs(rich_err) < 0.1 * abs(err[16])
assert abs(wrap(diagonalized_phase(5, xi=0.0) - np.pi)) < 1e-12

# ---- four bands, two occupied: compare with parallel transport
onsite = np.diag([-3.0, -2.0, 2.0, 3.0])
M = 0.12 * (rng.normal(size=(4, 4)) + 1j * rng.normal(size=(4, 4)))
M[:2, 2:] *= 2


def eig4(k, m):
    hop = m * np.exp(1j * k)
    return np.linalg.eigh(onsite + hop + hop.conj().T)


def loop4(n, m):
    v = [eig4(2 * np.pi * j / n, m)[1][:, :2] for j in range(n)]
    return -np.angle(np.prod([np.linalg.det(v[j].conj().T @ v[(j + 1) % n])
                              for j in range(n)]))


def cubic4(m, n=256):
    v = np.array([eig4(2 * np.pi * j / n, m)[1][:, :2] for j in range(n)])
    p = v @ v.conj().transpose(0, 2, 1)
    q = np.fft.fftfreq(n, 1 / n)[:, None, None]
    ft = np.fft.fft(p, axis=0)
    d1 = np.fft.ifft(1j * q * ft, axis=0)
    d2 = np.fft.ifft(-q**2 * ft, axis=0)
    return trace3(p, d1, d2).imag / 6


def transport(k, y):
    e, v = eig4(k, M)
    hop = 1j * M * np.exp(1j * k)
    dham = hop + hop.conj().T
    occ, emp = v[:, :2], v[:, 2:]
    x = (emp.conj().T @ dham @ occ) / (e[None, :2] - e[2:, None])
    dp = emp @ x @ occ.conj().T
    dp = dp + dp.conj().T
    p = occ @ occ.conj().T
    return ((dp @ p - p @ dp) @ y.reshape(4, 2)).ravel()


gap4 = min(np.diff(eig4(k, M)[0])[1] for k in np.linspace(0, 2*np.pi, 200))
assert gap4 > 0.5
start = eig4(0.0, M)[1][:, :2].astype(complex)
sol = solve_ivp(transport, (0, 2 * np.pi), start.ravel(), method='DOP853',
                rtol=1e-12, atol=1e-13)
end = sol.y[:, -1].reshape(4, 2)
phi4 = -np.angle(np.linalg.det(end.conj().T @ start))
K4 = 2 * np.pi * np.mean(cubic4(M))
err4 = [wrap(loop4(n, M) - phi4) for n in (40, 80)]
dev4 = [e - K4 * (2 * np.pi / n)**2 for e, n in zip(err4, (40, 80))]
assert abs(err4[1] / (K4 * (2 * np.pi / 80)**2) - 1) < 0.02
assert 14 < dev4[0] / dev4[1] < 18      # remaining error is fourth order

# ---- inversion: C is odd in k, its loop integral vanishes
parity = np.diag([1, -1, -1, 1])
Minv = (M + parity @ M.conj().T @ parity) / 2
c_inv = cubic4(Minv)
assert abs(c_inv).max() > 1e-6
assert abs(c_inv.mean()) < 1e-6 * abs(c_inv).max()
assert abs(np.sin(loop4(7, Minv))) < 1e-12

# ---- control: link without exchange symmetry (non-Hermitian chain)
delta_nh = delta0 + 0.5j
phi_nh = connection_sum(400, delta_nh)
one = [link_sum(n, delta_nh) - phi_nh for n in (40, 80)]
two = [link_sum(n, delta_nh, symmetrized=True) - phi_nh for n in (40, 80)]
pn, dn, _ = projector_derivatives(kgrid, delta_nh)
slope = G * np.mean(trace3(pn, dn, dn).imag) / 2
assert abs(one[1] / (slope * G / 80) - 1) < 0.04
assert 1.9 < one[0] / one[1] < 2.1
assert 3.8 < two[0] / two[1] < 4.2


# ---- finite open chain: Wannier centre, field response, decay in the gap
def open_chain(cells):
    t1, t2 = hops(xi0)
    x = np.repeat(a * np.arange(cells), 2) + np.tile([0, a/2 + xi0], cells)
    bonds = np.tile([t1, t2], cells)[:2 * cells - 1]
    ham = np.diag(np.tile([delta0, -delta0], cells))
    return ham + np.diag(bonds, 1) + np.diag(bonds, -1), x


ham, x = open_chain(60)
occ = np.linalg.eigh(ham)[1][:, :60]
centres = np.linalg.eigvalsh(occ.T @ (x[:, None] * occ))
centre = a * phi / (2 * np.pi)
assert abs(centres[30] % a - centre) < 1e-8


def response(cells, f=1e-3):
    hm, xs = open_chain(cells)
    tot = []
    for s in (1, -1):
        v = np.linalg.eigh(hm + np.diag(s * f * xs))[1][:, :cells]
        tot.append(np.sum(xs[:, None] * v**2))
    return (tot[1] - tot[0]) / (2 * f)


p0, d1, _ = projector_derivatives(kgrid)
energy = np.sqrt(abs(coupling(kgrid, xi0)[0])**2 + delta0**2)
alpha = np.mean(trace3(p0, d1, d1).real / energy)
assert abs((response(60) - response(40)) / 20 / alpha - 1) < 1e-3

t1, t2 = hops(xi0)
gap = 2 * np.sqrt(delta0**2 + (t1 - t2)**2)


def kappa(e):
    c = (delta0**2 + t1**2 + t2**2 - e**2) / (2 * t1 * t2)
    return np.arccosh(max(c, 1.0)) / a


green = np.linalg.inv(ham)
assert abs(-np.log(abs(green[20, 62] / green[20, 60])) / a / kappa(0) - 1) < 1e-6


# ---- polarization numbers
def polarization(phase):
    return -2 * (phase - np.pi) / (2 * np.pi * area) * to_uC


per_rad = -2 / (2 * np.pi * area) * to_uC
P = polarization(phi)
target = 0.1
n_need = int(np.ceil(G * np.sqrt(abs(K * per_rad) / target)))
err_need = per_rad * (link_sum(n_need) - phi)
assert abs(err_need) < 1.1 * target

# ---- neglected effects
field, eps_r, temp, sigma, w = 0.2, 30.0, 358.0, 0.01, 0.2
dP_lattice = sc.epsilon_0 * (eps_r - 1) * field * 1e9 * 100
dP_elec = 2 * alpha * field / (a * area) * to_uC
ang = 2 * np.pi * (np.arange(8) + 0.5) / 8
deltas = [delta0 + w * (np.cos(p) + np.cos(q)) for p in ang for q in ang]
phi_perp = np.mean([connection_sum(100, d) for d in deltas])
err_perp = np.mean([link_sum(8, d) for d in deltas]) - phi_perp
s3 = np.sqrt(3) * sigma
P_hot = (polarization(connection_sum(400, xi=xi0 - s3)) + 4 * P
         + polarization(connection_sum(400, xi=xi0 + s3))) / 6
carriers = np.exp(-gap * sc.e / (2 * sc.k * temp))
action = 2 / field * quad(kappa, -gap / 2, gap / 2)[0]

print(f"repeat length a = {a} nm, area per chain S = {area} nm^2")
print(f"anion shift xi = {xi0} nm, site energy delta = {delta0} eV")
print(f"centred hopping = {hop0} eV, hopping decay length = {decay} nm")
print(f"long bond t1 = {t1:.4f} eV, short bond t2 = {t2:.4f} eV")
print(f"band gap = {gap:.3f} eV, loop length G = {G:.4f} 1/nm")
print(f"converged Berry phase = {phi:.8f} rad")
print(f"Wannier centre = {centre:.6f} nm; open chain {centres[30] % a:.6f} nm")
print(f"polarization P = {P:.4f} uC/cm2")
print(f"P of rigid charge -2e = {-2*xi0/(a*area)*to_uC:.4f} uC/cm2")
print(f"polarization per phase = {per_rad:.4f} uC/cm2 per rad")
print(f"error coefficient K = {K:.6e} nm^2")
print(f"local test at k = {mid} 1/nm: C = {cubic(mid):.6e} nm^3")
print(f"  remainder/h^3 at h = 0.1 1/nm: {local_ratio:.6e} nm^3")
print(f"  halving h cuts midpoint mismatch by {dev_mid[0]/dev_mid[1]:.3f}")
print(f"  halving h cuts left-end mismatch by {dev_left[0]/dev_left[1]:.3f}")
for n, e in err.items():
    print(f"N = {n:2d}: phase error {e:.4e} rad, P error {per_rad*e:.5f}, "
          f"K h^2 law {per_rad*K*(G/n)**2:.5f} uC/cm2")
print(f"Richardson from N = 8, 16: P error {per_rad*rich_err:.3e} uC/cm2")
print(f"connection midpoint sum, N = 12: error {conn_err12:.2e} rad")
print(f"mesh for {target} uC/cm2: N = {n_need}, error {err_need:.5f} uC/cm2")
print(f"four bands: gap {gap4:.3f}, K = {K4:.6e} (dimensionless)")
print(f"  error N = 40: {err4[0]:.5e} rad, N = 80: {err4[1]:.5e} rad")
print(f"  after removing K h^2, halving h cuts error by {dev4[0]/dev4[1]:.3f}")
print(f"inversion: max|C| = {abs(c_inv).max():.3e}, "
      f"|mean C| = {abs(c_inv.mean()):.1e} (dimensionless)")
print(f"non-Hermitian control, imaginary site energy {delta_nh.imag} eV:")
print(f"  one-sided error N = 40, 80: {one[0]:.4e}, {one[1]:.4e} rad")
print(f"  symmetrized error N = 40, 80: {two[0]:.4e}, {two[1]:.4e} rad")
print(f"neglected effects at field {field*10:.1f} MV/cm, {temp:.0f} K:")
print(f"  lattice response, rough permittivity {eps_r:.0f}: "
      f"{dP_lattice:.3f} uC/cm2")
print(f"  clamped-ion electronic response: {dP_elec:.3f} uC/cm2")
print(f"  transverse dispersion, amplitude {w} eV per direction:")
print(f"    change of P {polarization(phi_perp)-P:.4f} uC/cm2")
print(f"    P error at N = 8 becomes {per_rad*err_perp:.5f} uC/cm2")
print(f"  anion vibration, rough rms {sigma} nm: change {P_hot-P:.4f} uC/cm2")
print(f"  thermal carrier factor exp(-gap/2kT) = {carriers:.2e}")
print(f"  tunnelling exponent = {action:.1f}, "
      f"factor 10^{-action/np.log(10):.1f}")
print("checks complete")
```

It prints:

```
repeat length a = 0.5 nm, area per chain S = 0.07 nm^2
anion shift xi = 0.04 nm, site energy delta = 2.7 eV
centred hopping = 1.4 eV, hopping decay length = 0.1 nm
long bond t1 = 0.9384 eV, short bond t2 = 2.0886 eV
band gap = 5.869 eV, loop length G = 12.5664 1/nm
converged Berry phase = 3.84446979 rad
Wannier centre = 0.305933 nm; open chain 0.305933 nm
polarization P = -51.2085 uC/cm2
P of rigid charge -2e = -36.6212 uC/cm2
polarization per phase = -72.8555 uC/cm2 per rad
error coefficient K = -5.841078e-04 nm^2
local test at k = 1.2 1/nm: C = -4.815127e-05 nm^3
  remainder/h^3 at h = 0.1 1/nm: -4.815407e-05 nm^3
  halving h cuts midpoint mismatch by 4.000
  halving h cuts left-end mismatch by 2.390
N =  4: phase error -5.9810e-03 rad, P error 0.43575, K h^2 law 0.42001 uC/cm2
N =  6: phase error -2.6039e-03 rad, P error 0.18971, K h^2 law 0.18667 uC/cm2
N =  8: phase error -1.4544e-03 rad, P error 0.10596, K h^2 law 0.10500 uC/cm2
N = 12: phase error -6.4315e-04 rad, P error 0.04686, K h^2 law 0.04667 uC/cm2
N = 16: phase error -3.6113e-04 rad, P error 0.02631, K h^2 law 0.02625 uC/cm2
N = 32: phase error -9.0128e-05 rad, P error 0.00657, K h^2 law 0.00656 uC/cm2
Richardson from N = 8, 16: P error -2.402e-04 uC/cm2
connection midpoint sum, N = 12: error -7.01e-11 rad
mesh for 0.1 uC/cm2: N = 9, error 0.08356 uC/cm2
four bands: gap 3.222, K = -8.651277e-03 (dimensionless)
  error N = 40: -2.13196e-04 rad, N = 80: -5.33488e-05 rad
  after removing K h^2, halving h cuts error by 15.993
inversion: max|C| = 4.018e-05, |mean C| = 2.7e-19 (dimensionless)
non-Hermitian control, imaginary site energy 0.5 eV:
  one-sided error N = 40, 80: -2.6255e-03, -1.2987e-03 rad
  symmetrized error N = 40, 80: -5.7292e-05, -1.4319e-05 rad
neglected effects at field 2.0 MV/cm, 358 K:
  lattice response, rough permittivity 30: 5.135 uC/cm2
  clamped-ion electronic response: 0.323 uC/cm2
  transverse dispersion, amplitude 0.2 eV per direction:
    change of P -0.1212 uC/cm2
    P error at N = 8 becomes 0.10606 uC/cm2
  anion vibration, rough rms 0.01 nm: change 0.1279 uC/cm2
  thermal carrier factor exp(-gap/2kT) = 4.85e-42
  tunnelling exponent = 173.9, factor 10^-75.5
checks complete
```
